# The Gösele-Tu critical thickness for a second compound layer

## What lengths are available?

Consider planar layers in the order A | β | γ | B. A is a metal, B its silicon-like partner, and β the compound that forms first. Can a very thin layer of γ, the second compound, thicken between β and B?

The answer depends on a competition between fluxes of A. If $x_\gamma\to0$, diffusion across γ offers no resistance, and the flux through γ is set by its interfaces alone; call it $a_\gamma$. The flux through β involves its diffusivity $D_\beta$, an interface exchange coefficient $\kappa_\beta$ with the unit of velocity, and a zero-thickness flux $a_\beta$. Multiplying all fluxes by a common factor changes the speed of growth but not its sign, so the number of atoms can be given a unit of its own. The only length formed from these transport coefficients is then $D_\beta/\kappa_\beta$. A critical thickness must therefore have the form

$$
x^*=\frac{D_\beta}{\kappa_\beta}\,
f\!\left(\frac{a_\beta}{a_\gamma},\frac{n_\gamma}{n_\beta}\right),
$$

where $n_i$ is the number of A atoms per B atom in compound $i$. Atomic volumes convert amounts of compound into thicknesses, but do not decide whether an amount grows or shrinks.

If exchange at every interface is infinitely fast, no length remains, and a finite, positive $x^*$ cannot exist. The threshold must come from interface kinetics. It remains to find $f$.

## Simple case: one layer

Let A be the mobile species and let the B atoms stay in place. Fluxes $J$ are counted relative to the B lattice, positive from A towards B, in atoms per area and time. In a layer of thickness $x$, the concentrations of A at the left and right faces are $C_L$ and $C_R$. Their values in equilibrium with the neighbouring phases are $C_L^{\rm eq}$ and $C_R^{\rm eq}$, with

$$
\Delta C=C_L^{\rm eq}-C_R^{\rm eq}>0 .
$$

I take interface exchange to be linear in the departure from equilibrium and the diffusion profile to be quasi-steady. The same flux then passes both faces and the interior:

$$
J=\kappa_L(C_L^{\rm eq}-C_L)
=\frac{D}{x}(C_L-C_R)
=\kappa_R(C_R-C_R^{\rm eq}).
$$

Solving each equality for its concentration difference and adding removes $C_L$ and $C_R$:

$$
\Delta C=J\left(\frac1{\kappa_L}+\frac{x}{D}+\frac1{\kappa_R}\right).
$$

With $1/\kappa=1/\kappa_L+1/\kappa_R$, $\ell=D/\kappa$ and $a=\kappa\Delta C$,

$$
J=\frac{\Delta C}{1/\kappa+x/D}=\frac{a}{1+x/\ell}. \tag{1}
$$

The limits are as they should be. For $x\ll\ell$ the flux is $a$, independent of thickness. For $x\gg\ell$ it is $D\Delta C/x$, independent of exchange.

The quasi-steady assumption needs a narrow homogeneity range. If $v$ is the volume per B atom, the compound contains $n/v$ A atoms per volume, whereas changes of the profile involve at most about $\Delta C$. For a single layer the small parameter is $v\Delta C/n$. In the example below it is at most $0.0024$ for either compound. Where two compounds meet, only the difference in their A content per B atom has to be supplied, so $v\Delta C/(n_\beta-n_\gamma)$ must be small too. In the example it is at most $0.0032$.

Suppose β alone separates A from B. Converting one B atom into β takes $n_\beta$ A atoms, so

$$
\frac{dx_\beta}{dt}=\frac{v_\beta}{n_\beta}J'_\beta,
\qquad
J'_\beta=\frac{\Delta C'}{1/\kappa'+x_\beta/D_\beta}.
$$

The primes matter: the right face of β now touches B, not γ. Separating variables,

$$
\left(\frac1{\kappa'}+\frac{x_\beta}{D_\beta}\right)dx_\beta
=\frac{v_\beta\Delta C'}{n_\beta}\,dt .
$$

Integration from zero thickness and multiplication by $\kappa'$ give

$$
t=\frac{n_\beta}{v_\beta\kappa'\Delta C'}
\left(x_\beta+\frac{\kappa'x_\beta^2}{2D_\beta}\right). \tag{2}
$$

The first term is linear growth under interface control, the second parabolic growth under diffusion control.

## Two layers: counting atoms

Now insert γ, with $n_\beta>n_\gamma$. At the β/γ interface, $J_\beta$ arrives and $J_\gamma$ leaves. I assume that the interface provides one local two-phase equilibrium, towards which each compound relaxes through its own exchange coefficient. Equation (1) then holds for each layer.

Let $R_1$ be the rate, in B atoms per area and time, at which γ becomes β. Each converted B atom needs $n_\beta-n_\gamma$ additional A atoms. Let $R_2$ be the rate at which B becomes γ, needing $n_\gamma$ A atoms each. Thus

$$
R_1=\frac{J_\beta-J_\gamma}{n_\beta-n_\gamma},
\qquad R_2=\frac{J_\gamma}{n_\gamma}.
$$

β gains $R_1$. γ gains $R_2$ on its right and loses $R_1$ on its left:

$$
\frac{dx_\beta}{dt}=v_\beta\frac{J_\beta-J_\gamma}{n_\beta-n_\gamma}, \tag{3}
$$

$$
\frac{dx_\gamma}{dt}=v_\gamma\left[
\frac{J_\gamma}{n_\gamma}-\frac{J_\beta-J_\gamma}{n_\beta-n_\gamma}\right]. \tag{4}
$$

As a check, the A content of the two compounds changes at the rate

$$
n_\beta R_1+n_\gamma(R_2-R_1)
=(n_\beta-n_\gamma)R_1+n_\gamma R_2
=(J_\beta-J_\gamma)+J_\gamma=J_\beta,
$$

which is the supply from A.

For γ to grow, the bracket in (4) must be positive. Multiplication by the positive quantity $n_\gamma(n_\beta-n_\gamma)$ gives

$$
(n_\beta-n_\gamma)J_\gamma>n_\gamma J_\beta-n_\gamma J_\gamma
\quad\Longrightarrow\quad
n_\beta J_\gamma>n_\gamma J_\beta .
$$

β grows when $J_\beta>J_\gamma$. Both layers therefore grow together precisely in the window

$$
\frac{n_\gamma}{n_\beta}<\frac{J_\gamma}{J_\beta}<1. \tag{5}
$$

Below it, β consumes γ faster than B can be converted into new γ. Above it, γ draws more A than β delivers and decomposes β to obtain the rest.

## The critical thickness

For $x_\gamma\to0$, equation (1) gives $J_\gamma\to a_\gamma$. The growth condition for γ becomes

$$
n_\beta a_\gamma>\frac{n_\gamma a_\beta}{1+x_\beta/\ell_\beta}.
$$

Multiply by the positive denominator and divide by $n_\beta a_\gamma$:

$$
1+\frac{x_\beta}{\ell_\beta}>\rho,
\qquad
\rho=\frac{n_\gamma a_\beta}{n_\beta a_\gamma}.
$$

Hence

$$
\boxed{\,x_\beta>x^*=\ell_\beta(\rho-1)\,} \tag{6}
$$

This is the Gösele-Tu condition for the present geometry, and $f=\rho-1$. There is a positive critical thickness if $\rho>1$. If $\rho\le1$, a sufficiently thin γ layer can grow beside β of any positive thickness.

The mechanism is throttling. A thin β layer delivers A so rapidly that γ is converted into β. As β thickens, its diffusion resistance lowers $J_\beta$ until γ can hold its ground.

A consistency check is available at $x_\beta=x^*$. There $J_\gamma=n_\gamma J_\beta/n_\beta$, so

$$
\frac{J_\beta-J_\gamma}{n_\beta-n_\gamma}
=\frac{J_\beta(1-n_\gamma/n_\beta)}{n_\beta-n_\gamma}
=\frac{J_\beta}{n_\beta}.
$$

β advances as if it were converting B directly, while the vanishingly thin γ layer is carried along at constant thickness.

**Which interface resistance matters?** Writing out $\rho$ with $a_\beta=\kappa_\beta\Delta C_\beta$ gives

$$
x^*=\frac{n_\gamma D_\beta\Delta C_\beta}{n_\beta a_\gamma}-\frac{D_\beta}{\kappa_\beta}.
$$

If exchange at the faces of β becomes infinitely fast, the second term vanishes and a threshold remains. If exchange at the faces of γ becomes infinitely fast, $a_\gamma\to\infty$, $\rho\to0$, and the threshold is lost. Slow interfaces of the second compound are what the effect requires.

## Generalization to γ of finite thickness

Keeping the denominator of $J_\gamma$, the inequality $n_\beta J_\gamma>n_\gamma J_\beta$ becomes

$$
x_\beta>\ell_\beta\left[\rho\left(1+\frac{x_\gamma}{\ell_\gamma}\right)-1\right]. \tag{7}
$$

The right side rises with $x_\gamma$. Consequently, for $x_\beta\le x^*$ every finite γ thickness shrinks at first. A thicker starting layer can nevertheless survive, if β thickens enough to satisfy (7) before γ is used up.

Once γ is growing under continued supply of A, it does not turn back. To do so it would have to reach the boundary where (7) is an equality. On that boundary $dx_\gamma/dt=0$, while $J_\gamma/J_\beta=n_\gamma/n_\beta<1$ makes β grow. The motion is towards larger $x_\beta$, back into the region of γ growth.

In the diffusion-controlled limit, $J_i=K_i/x_i$ with $K_i=D_i\Delta C_i$, and the condition is

$$
\frac{n_\beta K_\gamma}{x_\gamma}>\frac{n_\gamma K_\beta}{x_\beta}
\quad\Longrightarrow\quad
x_\beta>\frac{n_\gamma K_\beta}{n_\beta K_\gamma}\,x_\gamma .
$$

The threshold vanishes with $x_\gamma$, as the dimensional argument demanded. A thin layer then carries a very large flux and cannot be consumed completely.

## Reversing the order of appearance

Suppose γ forms first and a thin β layer is placed between A and γ. β grows if $J_\beta>J_\gamma$, and now $J_\beta\to a_\beta$:

$$
a_\beta>\frac{a_\gamma}{1+x_\gamma/\ell_\gamma}
\quad\Longrightarrow\quad
x_\gamma>\ell_\gamma\left(\frac{a_\gamma}{a_\beta}-1\right). \tag{8}
$$

The composition factor has disappeared. β has one moving boundary relative to the B lattice, and its direction depends on the sign of $J_\beta-J_\gamma$. γ has two, so its net growth compares two conversion rates.

## Numbers for A$_2$B followed by AB

The following round model parameters belong to no particular material. Here $n_\beta=2$, $n_\gamma=1$, $v_\beta=0.032$ and $v_\gamma=0.024$ nm³. Both compounds have $D=200$ nm²/s and $\Delta C=0.1$ nm⁻³. The left and right exchange coefficients are 15 and 30 nm/s for β, and 1.25 and 5 nm/s for γ. Therefore

$$
\kappa_\beta=\left(\tfrac1{15}+\tfrac1{30}\right)^{-1}=10\ \text{nm/s},\qquad
\kappa_\gamma=\left(\tfrac1{1.25}+\tfrac15\right)^{-1}=1\ \text{nm/s}.
$$

It follows that $a_\beta=1$ and $a_\gamma=0.1$ nm⁻² s⁻¹, with $\ell_\beta=20$ nm and $\ell_\gamma=200$ nm. Then

$$
\rho=\frac{1\times1}{2\times0.1}=5,
\qquad x^*=20\,(5-1)=80\ \text{nm}.
$$

At this thickness $J_\beta=1/(1+80/20)=0.2$ nm⁻² s⁻¹, twice $a_\gamma$, which is the lower edge of window (5).

**Test without steady profiles.** A transient diffusion calculation with moving interfaces follows the concentration profiles and retains the small composition changes. With γ about 5 nm thick, its growth rate is $-1.20$ pm/s at $x_\beta=61$ nm and $+1.00$ pm/s at 111 nm. The rate passes through zero at $x_\beta=82.5$ nm, where $x_\gamma=4.98$ nm. Equation (7) gives

$$
20\left[5\left(1+\frac{4.98}{200}\right)-1\right]=82.5\ \text{nm}.
$$

The excess over 80 nm is the effect of finite γ thickness. When all exchange coefficients are made 1000 times larger, $\rho$ stays at 5 but $\ell_\beta$ shrinks a thousandfold, so (6) gives $x^*=0.08$ nm. Starting from 40 nm of β and 5 nm of γ, the transient calculation then finds γ grown to 21 nm after 300 s and still growing, while β has shrunk to 32 nm. The barrier at 80 nm is thus due to slow exchange. This run does not single out one interface; the expression for $x^*$ above does, giving 100 nm when only the faces of β are fast and no threshold when the faces of γ are.

The reversed order was tested by interchanging the exchange coefficients of the two compounds. Equation (8) then gives $20(10-1)=180$ nm for vanishingly thin β. With β about 5 nm thick, the transient calculation finds it shrinking beside 151 nm of γ and growing beside 221 nm.

**γ placed too early.** Put 1 nm of γ beside 40 nm of β. Initially $J_\beta=1/3$ and $J_\gamma=0.1/1.005=0.0995$ nm⁻² s⁻¹. Since $n_\beta-n_\gamma=n_\gamma=1$, equation (4) reduces to

$$
\frac{dx_\gamma}{dt}=v_\gamma(2J_\gamma-J_\beta)
=0.024\,(0.199-0.333)\ \text{nm/s}\approx-3.2\ \text{pm/s}.
$$

At that rate the layer would last about 310 s. Integration gives 327 s, because β thickens to 42.4 nm meanwhile, lowering $J_\beta$, and the thinning of γ slightly raises $J_\gamma$.

**Time to reach the threshold.** Before γ exists, β touches B. Because γ is more stable than a mixture of β and B, the chemical potential of A is lower at the metastable β/B contact than at β/γ. The A concentration at the right face of β is then lower too, so $\Delta C'>\Delta C_\beta$. Take $\Delta C'=0.15$ nm⁻³ and $\kappa'=10$ nm/s. Equation (2) gives

$$
t^*=\frac{2}{0.032\times10\times0.15}
\left(80+\frac{10\times80^2}{400}\right)\text{s}
=41.67\times240\ \text{s}=10\,000\ \text{s},
$$

or 2.8 h. The larger difference belongs in this time, but not in (6), which asks about β in contact with γ. Using $\Delta C'$ there would raise $\rho$ to 7.5 and give 130 nm instead of 80 nm.

## After the threshold

Start at $x_\beta=80$ nm with $x_\gamma=0$ and keep A in supply. The initial growth rate of γ is zero and becomes positive as β thickens. After 10 000 s the layers measure 105 and 5.1 nm; after 100 000 s, 202 and 104 nm. Passing the critical thickness therefore does not produce a thick second layer at once.

For very thick layers, $J_i=K_i/x_i$. Seek parabolic growth with a constant thickness ratio and define $y=J_\gamma/J_\beta$. Then $x_\gamma/x_\beta=K_\gamma/(K_\beta y)$. A constant ratio also equals the ratio of (4) to (3):

$$
\frac{v_\gamma}{v_\beta}\left[\frac{(n_\beta-n_\gamma)\,y}{n_\gamma(1-y)}-1\right]
=\frac{K_\gamma}{K_\beta y}.
$$

Between $y=n_\gamma/n_\beta$ and $y=1$, the left side rises from zero to infinity and the right side falls while staying positive and finite. There is one solution, inside window (5). For the example $K_\gamma=K_\beta$ and $v_\gamma/v_\beta=0.75$, so

$$
0.75\,\frac{2y-1}{1-y}=\frac1y
\quad\Longrightarrow\quad
1.5y^2+0.25y-1=0,
$$

whose positive root is $y=0.737$. The late thickness ratio is $x_\gamma/x_\beta=1/y=1.36$, and integration of (3) and (4) to very long times approaches it. At 100 000 s the ratio is still about 0.51, so the example remains far from its parabolic limit.

## When the supply of A ends

Condition (6) presumes unlimited A. If the metal is used up, $J_\beta\to0$, and (3) and (4) become

$$
\frac{dx_\beta}{dt}=-\frac{v_\beta J_\gamma}{n_\beta-n_\gamma},
\qquad
\frac{dx_\gamma}{dt}=\frac{v_\gamma n_\beta J_\gamma}{n_\gamma(n_\beta-n_\gamma)}>0 .
$$

γ now grows at the expense of β, whatever the thickness of β. The transient calculation with a closed left face shows this at $x_\beta=39$ nm, well below 80 nm: β changes at $-3.1$ pm/s and γ at $+4.7$ pm/s.

To reach $x^*$ at all, the original film must contain $n_\beta x^*/v_\beta=2\times80/0.032=5000$ A atoms per nm². With 0.011 nm³ per atom in pure A, this is a film of 55 nm. In a thinner film, exhaustion of the metal, and not the critical thickness, opens the way for γ.

The condition concerns γ that is already present. A nucleation barrier can delay its appearance beyond $x^*$. If B atoms also move, (3) and (4) keep their form with $J_i$ read as $j_{A,i}+n_i j_{B,i}$, where $j_{A,i}$ is the lattice flux of A towards B and $j_{B,i}$ that of B towards A; the flux law for this combined $J_i$ must then be derived anew. Stress, fast grain-boundary paths or exchange that is nonlinear in the departure from equilibrium would change the flux law (1). The window (5) survives a changed flux law as long as the layers stay planar and their compositions stay nearly fixed; the explicit thickness (6) does not. Further values are in the numerical output below.

## Calculated quantities

```
A per B atom, beta and gamma: 2.0 1.0
volume per B atom, beta and gamma: 0.032 0.024 nm^3
diffusivity, beta and gamma: 200.0 200.0 nm^2/s
dC, beta and gamma: 0.1 0.1 nm^-3
exchange coefficients beta, left right: 15.0 30.0 nm/s
exchange coefficients gamma, left right: 1.25 5.0 nm/s
combined coefficient, beta and gamma: 10.000 1.000 nm/s
zero-thickness flux, beta and gamma: 1.000 0.100 nm^-2 s^-1
length l, beta and gamma: 20.00 200.00 nm
rho: 5.000
critical beta thickness: 80.00 nm
beta flux at critical thickness: 0.2000 nm^-2 s^-1
transient: beta 42.21 nm, gamma 4.05 nm, gamma rate -3.009, formula -3.011 pm/s
transient: beta 61.45 nm, gamma 4.61 nm, gamma rate -1.200, formula -1.201 pm/s
transient: beta 110.56 nm, gamma 5.28 nm, gamma rate 1.000, formula 1.000 pm/s
transient: beta 140.30 nm, gamma 5.48 nm, gamma rate 1.677, formula 1.678 pm/s
transient threshold: beta 82.49 nm at gamma 4.98 nm
formula threshold at that gamma: 82.49 nm
exchange 1000 times faster: beta 31.80 nm, gamma 21.49 nm, gamma rate 29.18 pm/s
reversed order, critical gamma thickness: 180.00 nm
reversed order: gamma 151.03 nm, beta 4.79 nm, beta rate -0.619 pm/s
reversed order: gamma 220.57 nm, beta 5.10 nm, beta rate 0.459 pm/s
metal exhausted: beta 39.13 nm, beta rate -3.103 pm/s, gamma rate 4.652 pm/s
volume per atom in pure A: 0.011 nm^3
least A film that reaches critical thickness: 55.00 nm
beta alone: dC 0.15 nm^-3, beta/B exchange 30.0 nm/s
time to critical thickness: 10000.0 s = 2.78 h
threshold if beta/B dC were wrongly used: 130.00 nm
1 nm gamma at beta 40.0 nm vanishes after 327.2 s, beta then 42.38 nm
10000 s after threshold: beta 104.94 nm, gamma 5.08 nm
100000 s after threshold: beta 202.38 nm, gamma 103.78 nm
late flux ratio gamma/beta: 0.7374
late thickness ratio gamma/beta: 1.3561, integrated 1.3558
```
